# Step bunching and terrace equalisation by adatom drift between impermeable steps

If the heating current through a stepped wafer is connected with the wrong polarity, an anneal meant to even out the terraces can gather the steps into bunches instead. A simulation with the sign of the drift term reversed makes the same error without any warning, because it still conserves atoms. For impermeable steps with negligible deposition, desorption and step repulsion, the sign that decides the outcome is that of the force on the adatoms relative to the downhill direction. Force down the steps then bunches them; force up the steps equalises the terraces.

## Model and signs

The surface descends towards $+x$ in straight, parallel steps at $x_n$. Terrace $n$ lies between steps $n$ and $n+1$ and has width $l_n=x_{n+1}-x_n$. When atoms attach to a step, the terrace above it lengthens and the step moves towards $+x$.

Adatoms have density $c$ per area and diffusivity $D$. A force $F$ acts on each, positive down the steps. With $\theta=k_BT$ as an energy and $f=F/\theta$, the flux towards $+x$ is

$$J=D\left(fc-\frac{dc}{dx}\right).\qquad(1)$$

The algebra holds in atomic units. In a field $E$ an adatom of effective charge $Z$ feels $F=ZE$, so a negative $Z$ reverses the drift relative to the field.

There is no deposition or desorption, and adatoms settle much faster than steps move. Then $J$ is constant along each terrace. An impermeable step lets no adatom cross without first attaching, so each terrace exchanges atoms with its own two edges. With attachment velocities $K_L$ and $K_R$ at the left and right ends, and the same equilibrium density $c_0$ at all steps,

$$J=-K_L(c_L-c_0),\qquad J=K_R(c_R-c_0).\qquad(2)$$

The first sign is negative because an excess at the left end drives atoms towards $-x$. The kinetic lengths are $d_L=D/K_L$ and $d_R=D/K_R$. Attachment is slow when they greatly exceed the terrace width.

## Flux on one terrace

For constant $J$, equation (1) has the solution $c=J/(Df)+Be^{fx}$. With $E_l=e^{fl}$, eliminating $B$ between the two ends gives

$$c_R-\frac{J}{Df}=E_l\left(c_L-\frac{J}{Df}\right).$$

Equation (2) gives $c_L=c_0-J/K_L$ and $c_R=c_0+J/K_R$. Inserting these and collecting $J$,

$$J\left[\frac1{K_R}+\frac{E_l}{K_L}+\frac{E_l-1}{Df}\right]=c_0(E_l-1).$$

Multiplication by $Df$ yields

$$J(l)=\frac{Dfc_0(E_l-1)}{E_l-1+f(d_LE_l+d_R)}.\qquad(3)$$

To differentiate, write $J=Dfc_0/N$. Since $E_l/(E_l-1)=1+1/(E_l-1)$,

$$N=1+fd_L+\frac{f(d_L+d_R)}{E_l-1},\qquad \frac{dN}{dl}=-\frac{f^2(d_L+d_R)E_l}{(E_l-1)^2}.$$

Then $J'=-Dfc_0N'/N^2$ becomes

$$J'(l)=\frac{Dc_0f^3(d_L+d_R)E_l}{[E_l-1+f(d_LE_l+d_R)]^2}.\qquad(4)$$

The bracket has the sign of $f$ and cannot vanish for $l>0$. Hence $J'$ has the sign of $f$ for any drift strength and any finite attachment velocities. Slow attachment and weak drift are not needed for the sign; they fix the size.

For equal kinetics, $d_L=d_R=d$, the denominator of $J=Dfc_0/N$ is

$$N=1+fd\,\frac{E_l+1}{E_l-1}=1+fd\coth\frac{fl}{2}.$$

Weak drift means $|f|l\ll1$, where $\coth(fl/2)\approx2/(fl)$. Thus

$$J\approx\frac{Dc_0fl}{l+2d},\qquad J'\approx\frac{2dDc_0f}{(l+2d)^2}.\qquad(5)$$

The derivative uses $(l+2d)-l=2d$ in its numerator.

**Slow attachment, $d\gg l$.** The flux tends to $Kc_0fl/2$. It is then much smaller than $Dfc_0$, so diffusion nearly balances drift and $dc/dx\approx fc_0$. The density difference across the terrace is $fc_0l$, shared as an excess $fc_0l/2$ downstream and an equal deficit upstream. The excess attaches with velocity $K$. A wider terrace builds up a larger excess and therefore carries more atoms.

**Fast attachment, $d\ll l$.** The flux tends to $Dfc_0$, whatever the width. Every step then receives as much as it loses, and the effect disappears. At fixed $D$, $c_0$, $f$ and $l$, the slope in (5) is largest where $(l+2d)-4d=0$, that is, at $d=l/2$.

## From flux to bunching

Step $n$ gains $J_{n-1}$ from its left and loses $J_n$ to its right. With $\Omega$ the surface area per atom,

$$\frac{dx_n}{dt}=\Omega(J_{n-1}-J_n).$$

Subtracting this from the equation for step $n+1$,

$$\frac{dl_n}{dt}=\Omega(2J_n-J_{n+1}-J_{n-1}).\qquad(6)$$

Equal terraces are stationary. Let $l_n=l+\varepsilon_n$ with $\varepsilon_n\propto e^{iqn+\sigma t}$, so that $J_n=J+J'\varepsilon_n$. The neighbours contribute $e^{iq}+e^{-iq}=2\cos q$, and

$$\sigma=2\Omega J'(1-\cos q)=4\Omega J'\sin^2\frac q2.\qquad(7)$$

Under step-down drift every non-uniform wave grows; under step-up drift every such wave decays. The extreme rate belongs to $q=\pi$, in which wide and narrow terraces alternate and the steps form pairs. From (5),

$$\sigma_\pi=\frac{8\Omega dDc_0f}{(l+2d)^2}.\qquad(8)$$

The mechanism can be followed on one wide terrace. Under step-down drift it sends extra atoms to its lower edge, which advances, and takes extra atoms from its upper edge, which retreats. The terrace widens further. Under step-up drift both motions reverse.

## Large disturbances

The conclusion does not rest on linearisation. For a periodic train, multiply (6) by $l_n$ and sum:

$$\frac{d}{dt}\sum_n\frac{l_n^2}{2}=\Omega\sum_nl_n[(J_n-J_{n+1})+(J_n-J_{n-1})].$$

Renaming $n\to n+1$ in the second part turns it into $\sum_n l_{n+1}(J_{n+1}-J_n)$. Therefore

$$\frac{d}{dt}\sum_n\frac{l_n^2}{2}=\Omega\sum_n(l_{n+1}-l_n)(J_{n+1}-J_n).\qquad(9)$$

Because $J$ is monotonic in width, each term has the sign of $f$ or is zero. The total width is fixed, so (9) also gives the sign of the change in the width variance.

For $f<0$ the narrowest terrace has the largest $J$, and (6) shows that it cannot shrink. Likewise the widest cannot grow. The widths stay within their initial range, and the variance falls at a rate bounded away from zero while any given spread remains. The spread must therefore tend to zero. For $f>0$ the spread grows until terraces close and short-range step interactions take over. The later growth of large bunches lies outside this model.

## A worked case

Take $T=1200$ K, so $\theta=0.1034$ eV, and a field of 5 V/cm pointing down the steps. An effective charge of $0.1e$ gives $F=5.0\times10^{-9}$ eV/Å and

$$f=\frac{5.0\times10^{-9}}{0.1034}=4.84\times10^{-8}\ \text{Å}^{-1}.$$

The other inputs are $l=1000$ Å, $d=10000$ Å, $D=10^{11}$ Å$^2$/s, $c_0=10^{-3}$ Å$^{-2}$ and $\Omega=10$ Å$^2$. The drift is weak, with $fl=4.8\times10^{-5}$. Equation (5) gives

$$J'=\frac{2(10^4)(10^{11})(10^{-3})(4.84\times10^{-8})}{(2.1\times10^4)^2}=2.19\times10^{-4}\ \text{Å}^{-2}\text{s}^{-1}.$$

The pairing rate is $4\Omega J'=8.77\times10^{-3}$ s$^{-1}$, an e-fold time of 114 s, or 1.9 min. Step-up drift of the same strength gives the same rate with a minus sign. The slow-attachment limit, $2\Omega Kc_0f$, is $9.67\times10^{-3}$ s$^{-1}$, about 10% above the value from (8). With $d=0.001l$ and the other inputs held fixed, the rate falls to $3.9\times10^{-4}$ s$^{-1}$.

Equation (6) was also integrated for twelve terraces with a random initial rms spread of 100 Å, without step repulsion. Under step-down drift the smallest width in the train fell from 820 to 100 Å in 251 s. The largest width was then 1963 Å, and the rms spread was 464 Å. From the same start, step-up drift reduced the spread to 37 Å in that time, with all widths between 944 and 1056 Å.

Full equalisation takes longer because long waves relax slowly. For $N$ terraces the slowest wave has $q=2\pi/N$ and rate $|\sigma_\pi|\sin^2(\pi/N)$. For $N=12$ this is $5.9\times10^{-4}$ s$^{-1}$, a decay time of about 1700 s. For $N=100$ it is about $1.2\times10^5$ s, or 32 hours. A step-up anneal lasting three pairing times, 342 s, leaves 5% of the pairing amplitude but, for $N=12$, 82% of the slowest wave.

## Step repulsion

Let repulsion cost $A/l_n^2$ per unit step length for each terrace. Advancing step $n$ by $\delta x$ adds $\delta x/\Omega$ atoms per unit length, so the energy per added atom is

$$\mu_n=\Omega\frac{\partial}{\partial x_n}\sum_m\frac{A}{l_m^2}=2A\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right).$$

The first sign is positive because advancing step $n$ narrows terrace $n$. For $|\mu_n|\ll\theta$, the equilibrium density at step $n$ becomes $c_0(1+\mu_n/\theta)$.

For weak drift, integrating (1) with $c\approx c_0$ in the drift term gives

$$lJ=D(fc_0l+c_L-c_R).\qquad(10)$$

Inserting the new edge densities, each shifted by $J/K$ as before,

$$J_n(l_n+2d)=Dc_0\left[fl_n+\frac{\mu_n-\mu_{n+1}}{\theta}\right].$$

To first order, $l_n^{-3}=l^{-3}-3\varepsilon_n/l^4$. Thus $\mu_n=-(6A\Omega/l^4)(\varepsilon_n-\varepsilon_{n-1})$ and

$$\mu_n-\mu_{n+1}=\frac{6A\Omega}{l^4}(\varepsilon_{n+1}-2\varepsilon_n+\varepsilon_{n-1})=-\frac{6A\Omega}{l^4}s\varepsilon_n,$$

where $s=2(1-\cos q)$. The growth rate is

$$\sigma=\Omega s(J'-Gs),\qquad G=\frac{6A\Omega Dc_0}{\theta l^4(l+2d)}.\qquad(11)$$

For $A=0.5$ eV Å, repulsion removes 2.5% of the step-down pairing rate, leaving $8.55\times10^{-3}$ s$^{-1}$. It adds the same amount to the decay rate under step-up drift.

The ratio $4G/J'$ varies as $(l+2d)/l^4$ when the other inputs are fixed. It reaches one near $l=400$ Å, below which step-down drift no longer makes pairs grow. Sufficiently long waves, with $s<J'/G$, still grow. The 251 s closing run, made without repulsion, therefore overstates the speed of the last stage of narrowing: repulsion strengthens as a terrace narrows, slows the narrowing and stops it at a finite width. From the same start with $A=0.5$ eV Å, the smallest width is 220 Å at 251 s, about 100 Å at 1000 s, and settles near 50 Å once the steps have gathered into one bunch. A strictly alternating train settles at widths of 172 and 1828 Å.

## Permeable steps

Suppose adatoms also cross a step directly with velocity $P$. Let $u_n^-$ and $u_n^+$ be the density excesses over $c_0$ just left and right of step $n$. For equal attachment,

$$J_{n-1}=Ku_n^-+P(u_n^--u_n^+),$$
$$J_n=-Ku_n^++P(u_n^--u_n^+).$$

Their sum and difference are

$$J_{n-1}+J_n=(K+2P)(u_n^--u_n^+),$$
$$J_{n-1}-J_n=K(u_n^-+u_n^+).$$

For pairing, set $l_n=l+(-1)^n\varepsilon$ and $J_n=\bar J+(-1)^nj$. With $d_P=D/(K+2P)$, solving for the excesses gives

$$u_{n+1}^-=\frac{\bar Jd_P}{D}+(-1)^n\frac jK,\qquad u_n^+=-u_{n+1}^-.$$

These are the excesses at the right and left ends of terrace $n$, so $c_R-c_L=2u_{n+1}^-$. Equation (10) then gives, at zeroth and first order in $\varepsilon$,

$$\bar J=\frac{Dfc_0l}{l+2d_P},\qquad lj+\varepsilon\bar J=Dfc_0\varepsilon-2dj.$$

Since $Dfc_0-\bar J=2d_PDfc_0/(l+2d_P)$, the pairing rate $4\Omega j/\varepsilon$ is

$$\sigma_\pi=\frac{8\Omega Dc_0fd_P}{(l+2d_P)(l+2d)}.\qquad(12)$$

Without desorption or deposition it retains the sign of $f$, and it reduces to (8) at $P=0$. In the example, $P=K$ leaves 91% of the impermeable rate, $P=10K$ leaves 51%, and $P=100K$ leaves 9.5%. At infinite permeability this term vanishes, and weaker effects then decide the sign. With desorption, strongly permeable steps can bunch under step-up drift: for the example with an adatom lifetime of 0.01 s, the wave $q=\pi/4$ decays at $P=10^3K$ but grows at $P=10^4K$, and pairing grows at $P=10^5K$. With a lifetime of 100 s the reversal at $q=\pi/4$ needs $P$ above $10^6K$. Dividing (12) by (8) gives the fraction of the rate that remains, $(l+2d)/[l(1+2P/K)+2d]$. It is largest for impermeable steps and falls to one half at $P/K=1/2+d/l$.

## Desorption and unequal attachment

Let adatoms desorb after a mean lifetime $\tau$, long enough that $c$ remains close to $c_0$. Then $dJ/dx=-c_0/\tau$, so $J(x)=J_0-c_0x/\tau$. The edge densities are $c_L=c_0-J_0/K_L$ and $c_R=c_0+J_l/K_R$, where $J_l=J_0-c_0l/\tau$. Integrating (1) across the terrace,

$$lJ_0-\frac{c_0l^2}{2\tau}=Dfc_0l-d_LJ_0-d_RJ_l.$$

With $L=l+d_L+d_R$, the two edge fluxes are

$$J_0=\frac lL\left[Dfc_0+\frac{c_0}{\tau}\left(\frac l2+d_R\right)\right],$$
$$J_l=\frac lL\left[Dfc_0-\frac{c_0}{\tau}\left(\frac l2+d_L\right)\right].$$

Step $n$ now gains $J_l$ from terrace $n-1$ and loses $J_0$ to terrace $n$. For alternating widths, the velocity difference between neighbouring steps gives $\sigma_\pi=2\Omega\,d(J_0+J_l)/dl$. Using $d(l/L)/dl=(d_L+d_R)/L^2$,

$$\sigma_\pi=\frac{2\Omega c_0(d_L+d_R)}{L^2}\left[2Df+\frac{d_R-d_L}{\tau}\right].\qquad(13)$$

If attachment from the upper terrace is slower, $d_R>d_L$, and desorption favours bunching under either drift direction. Step-up drift suppresses pairs when $2D|f|\tau>d_R-d_L$. With $\tau=100$ s, $d_L=5000$ Å and $d_R=15000$ Å, desorption contributes $9.1\times10^{-5}$ s$^{-1}$, or 1.0% of the drift rate. Deposition at a rate $R$ per area replaces $c_0/\tau$ by $c_0/\tau-R$ in this calculation, again provided that $c$ stays close to $c_0$.

## Moving steps

A nearly uniform adatom excess $u$ contains $lu$ atoms per unit step length and drains at $2Ku$. Its relaxation time is therefore about $l/(2K)=5\times10^{-5}$ s. The discretised diffusion problem gives $5.1\times10^{-5}$ s, which is $4.5\times10^{-7}$ of the pairing time, so constant flux along a terrace is a safe assumption here.

A moving step also sweeps up adatoms. This adds about $c_0v$ to the edge fluxes in (2), where $v$ is the step velocity, and adds $dc_0(v_n+v_{n+1})$ to the right side of $J_n(l+2d)=Dfc_0l$. Since $v_n+v_{n+1}=\Omega(J_{n-1}-J_{n+1})$, the correction is at most about $c_0\Omega=1\%$ of the flux variation. For pairing it vanishes at this order, because $J_{n-1}=J_{n+1}$. The bound scales with the adatom coverage $c_0\Omega$, which can be much larger on a hot surface. At 20% coverage the pairing rate is unchanged, while the wave $q=\pi/2$ grows 3.5% more slowly and also travels along the train.

## Use on a wafer

The example represents a vicinal semiconductor wafer heated by direct current, with a field of a few volts per centimetre and terraces of 100 nm. These are rough values, not a fit to a material. In this model the drift part of the rate is proportional to the effective charge, whose sign selects the useful polarity. On real surfaces the polarity that bunches steps can also change with temperature, as it does on Si(111), so it must be checked at the anneal temperature. Reducing $d$ tenfold at fixed $D$ raises the rate by a factor of 4.9, from (8). Real steps may be permeable: $P=10K$ would nearly halve the rate, and very large $P$ together with desorption can reverse the polarity that bunches. The model also takes all terraces as identical, so it does not apply to Si(001), where the direction of fast diffusion alternates from terrace to terrace. Steps are taken as straight. They also bend and fluctuate, which this straight-step model cannot assess.

In code, evaluate $E_l-1$ with a function made for small arguments, since direct subtraction loses digits at $fl\sim10^{-5}$. Define $f$ by projecting the adatom force onto the downhill direction. Then perturb one terrace: with $f>0$ and negligible repulsion, a slightly wide terrace must widen. The numerical output lists the inputs and main results of the example.

## Table of computed values

```
Temperature: 1200 K
Thermal energy kB T: 0.10341 eV
Electric field: 5.0 V/cm
Effective adatom charge: 0.10 e
Drift force: 5.000e-09 eV/angstrom
Terrace width l: 1000 angstrom
Kinetic length d: 10000 angstrom
Diffusivity D: 1.00e+11 angstrom^2/s
Attachment velocity K: 1.00e+07 angstrom/s
Adatom density c0: 1.00e-03 angstrom^-2
Area per atom: 10.0 angstrom^2
Drift parameter f: 4.8352e-08 angstrom^-1
Drift strength f*l: 4.8352e-05 (no unit)
Relative end excess J/(K c0): 2.3025e-05 (no unit)
Terrace flux J: 0.2302 angstrom^-1 s^-1
Flux slope J': 2.1928e-04 angstrom^-2 s^-1
Pairing rate, drift down: 8.7714e-03 s^-1
Pairing rate, drift up: -8.7714e-03 s^-1
Pairing e-fold time: 114.0 s = 1.90 min
Pairing rate, slow-attachment limit: 9.6704e-03 s^-1
Pairing rate if d = 0.001 l: 3.8527e-04 s^-1
Train: number of terraces: 12
Train: initial rms width spread: 100.0 angstrom
Train: initial narrowest: 819.8 angstrom
Train: initial widest: 1156.1 angstrom
Drift down: time to narrowest = 0.1 l: 251.2 s
Drift down: rms spread then: 464.4 angstrom
Drift down: widest then: 1963.0 angstrom
Drift up: rms spread at same time: 36.87 angstrom
Drift up: narrowest at same time: 944.5 angstrom
Drift up: widest at same time: 1055.2 angstrom
Drift up: long run time: 20000 s
Drift up: rms spread after it: 0.0001 angstrom
Repulsion strength A: 0.50 eV angstrom
Repulsion / drift in pairing rate: 2.52 %
Pairing rate with repulsion, drift down: 8.5503e-03 s^-1
Rate kept if permeability P = 1 K: 91.3 %
Rate kept if permeability P = 10 K: 51.2 %
Rate kept if permeability P = 100 K: 9.5 %
Desorption lifetime: 100 s
Unequal d_L, d_R for desorption: 5000, 15000 angstrom
Desorption part of pairing rate: 9.070e-05 s^-1
Desorption / drift in pairing rate: 1.03 %
Adatom relaxation time: 5.084e-05 s
Relaxation time * pairing rate: 4.46e-07 (no unit)
Adatom coverage c0*area: 0.010 (no unit)
```
